Hydrogen in a hard sphere and the radius of a confined orbital

**Problem**

A hydrogen atom sits at the centre of an impenetrable sphere of radius R. The proton is a fixed point charge and the electron is non-relativistic. Atomic units are used: lengths in bohr, energies in hartree. Let E(R) be the lowest energy, and define the energy shift

D(R) = E(R) + 1/2,

measured from the free-atom energy −1/2.

(a) Show that E = −1/8 hartree at R = 2 bohr.

(b) Show that D is positive and falls strictly from infinity to zero as R grows from zero to infinity, so that a chosen D fixes one radius. Find the slope dE/dR at R = 2 bohr.

(c) Compute D for radii from 1 to 10 bohr, and find its form at large R.

(d) A strictly confined 1s orbital is the ground state in the sphere, continued by zero outside. Find its radius for D = 0.1, 0.01, 0.001 and 0.0001 hartree.

**Solution**

**The radial problem**

Write an s state as ψ = u(r)/(r√(4π)). The Schrödinger equation becomes

−u″/2 − u/r = E u,  u(0) = 0, u(R) = 0.  (1)

The wall makes u vanish at R but leaves its slope there free. Continued by zero, u therefore has a kink at R, and the kinetic energy is best written with first derivatives. For a real function v(r) in place of u, the energy integral is

K[v] = ∫₀ᴿ (v′²/2 − v²/r) dr,

and the mean energy is K[v]/∫v² dr. A general wavefunction is a sum of spherical harmonics, each with its own radial function. A component of angular momentum l has the same K plus the integral of l(l+1)v²/(2r²), which is not negative. A lower bound on K for s states thus holds for all states.

**(a) The state at 2 bohr**

The free 2s function has a node at r = 2. Apart from normalization it is

u = (r − r²/2) e^(−r/2).

Differentiating twice gives

u′ = (1 − 3r/2 + r²/4) e^(−r/2),
u″ = (−2 + 5r/4 − r²/8) e^(−r/2).

The left side of (1) is then

−u″/2 − u/r = (1 − 5r/8 + r²/16 − 1 + r/2) e^(−r/2)
= −(1/8)(r − r²/2) e^(−r/2) = −u/8.

Since u(0) = u(2) = 0, this is a state of the sphere with E = −1/8. It remains to show that no state lies lower.

Let u be any solution of (1) that is positive for 0 < r < R, and write an allowed function as v = u g. Then v′ = u′g + u g′, and

v′² = u′²g² + 2uu′gg′ + u²g′².

The derivative of uu′g² is u′²g² + uu″g² + 2uu′gg′, so

v′² = (uu′g²)′ − uu″g² + u²g′².

By (1), −u″/2 = (E + 1/r)u. Halving the previous line and subtracting v²/r = u²g²/r leaves

v′²/2 − v²/r = (uu′g²)′/2 + E v² + u²g′²/2.

The first term integrates to boundary values of uu′g² = v²u′/u. Near the origin u′/u behaves as 1/r. There v² ≤ r∫₀ʳ v′² ds by the Cauchy–Schwarz inequality, so v²/r tends to zero. The same argument applies at the wall, where u′/u behaves as −1/(R − r). Hence

K[v] = E ∫₀ᴿ v² dr + (1/2) ∫₀ᴿ u²g′² dr.  (2)

The last term is not negative, so the mean energy of v is at least E: a positive solution is the ground state. The function above is positive for 0 < r < 2. Therefore

E(2) = −1/8 hartree = −3.401 eV,
D(2) = −1/8 + 1/2 = 3/8 hartree = 10.204 eV.

In the free atom this energy belongs to an excited state. The wall removes the region beyond the node, and the part that remains is nodeless. The result needs the nucleus at the centre and an infinitely high wall: the node of the 2s function must coincide with the boundary.

**(b) The shift as a function of radius**

*Sign and meaning.* The free 1s function

u₀ = 2r e^(−r),  ∫₀^∞ u₀² dr = 1,

solves the radial equation with energy −1/2. The algebra leading to (2) also works with u₀ in place of u. Since u₀′/u₀ = 1/r − 1, the boundary value v²(1/r − 1) vanishes at r = R because v does, and at the origin as before. Take v to be the normalized confined ground state u, so that g = u/u₀ and u₀g′ = u′ − (1/r − 1)u. Then

D = (1/2) ∫₀ᴿ [u′ − (1/r − 1)u]² dr > 0.

It could vanish only for u proportional to u₀, which is not zero at the wall.

Continuing u by zero adds nothing to K. The confined orbital, used as a trial function for the free atom, therefore has mean energy E(R). The shift D is the energy paid in the free atom for making the orbital end at R.

*An upper bound.* Insert v = u₀(1 − r/R), for which g′ = −1/R. The same identity gives

D ≤ B(R) = ∫₀ᴿ u₀² dr / [2R² ∫₀ᴿ u₀²(1 − r/R)² dr].  (3)

Both integrals tend to 1 at large R, so B approaches 1/(2R²) and tends to zero.

*One radius for each shift.* Choose D > 0 and let u now be the solution with energy −1/2 + D that vanishes at the origin, with no condition yet at R. Write u = u₀h and scale it so that h(0) = 1. Equation (1) becomes

−u₀″h/2 − u₀′h′ − u₀h″/2 − u₀h/r = (−1/2 + D)u₀h.

The equation for u₀ cancels the first and fourth terms against −u₀h/2. Multiplying the rest by −2u₀ gives

(u₀²h′)′ = −2D u₀²h.  (4)

While h is positive, integration from the origin shows that h′ is negative, so h falls. It must reach zero. If it stayed positive, u₀²h′ would be below some negative constant −a for all r > 1, and h′ would be below −a e^(2r)/(4r²). The integral of that diverges, which contradicts h > 0. So each D > 0 has a first zero R, and u is positive inside it. By (2), u is the ground state of the sphere of radius R.

*Slope.* Follow this zero as E changes, and let w = ∂u/∂E at fixed r. Differentiating (1) with respect to E gives

−w″/2 − w/r = E w + u.

Multiply this by u, multiply (1) by w, and subtract:

−(uw″ − wu″)/2 = u².

The bracket is the derivative of uw′ − wu′. That quantity is zero at the origin, where u and w both vanish, and equals −w(R)u′(R) at the wall. Hence

∫₀ᴿ u² dr = w(R)u′(R)/2.

Differentiating u(R;E) = 0 along the curve gives w(R) dE + u′(R) dR = 0. Therefore

dE/dR = −u′(R)/w(R) = −u′(R)² / (2∫₀ᴿ u² dr) < 0.  (5)

The slope u′(R) cannot vanish, since a solution with u = u′ = 0 at one point is zero everywhere. The first zero therefore moves smoothly and strictly inwards as D rises.

*The two ends.* Integrate (4) twice, with h(0) = 1:

h(r) = 1 − 2D ∫₀ʳ [1/u₀(s)²] ∫₀ˢ u₀(t)²h(t) dt ds.  (6)

Up to the first zero h ≤ 1. Replacing h by 1 under the integral subtracts at least as much, so

h(r) ≥ 1 − D F(r),  F(r) = 2∫₀ʳ N(s)/u₀(s)² ds,  N(s) = ∫₀ˢ u₀² dt.  (7)

At r = R the left side is zero, which gives

D ≥ 1/F(R).  (8)

As D tends to zero, F(R) must grow without limit, so R tends to infinity. As D tends to infinity, (3) forces B(R) to infinity. Since B is bounded on every range R ≥ ε with ε > 0, R must tend to zero. The radii thus cover all positive values, once each, and D(R) has the stated behaviour.

*The slope at 2 bohr.* From part (a), u′(2) = (1 − 3 + 1)e^(−1) = −e^(−1). The norm is

∫₀² (r² − r³ + r⁴/4)e^(−r) dr = [−(r⁴/4 + r² + 2r + 2)e^(−r)]₀²
= 2 − 14e^(−2) = 0.1053.

Equation (5) then gives

dE/dR = −e^(−2)/[2(2 − 14e^(−2))] = −1/[4(e² − 7)] = −0.6426 hartree/bohr.

The electron pushes the wall outwards, and −dE/dR is the total radial force on it.

**(c) Numerical values and the large-radius law**

For a general radius, expand u = Σ cₙrⁿ with c₀ = 0 and c₁ = 1; the overall scale does not matter. In u″ = −2u/r − 2Eu, the coefficients of rⁿ⁻¹ give

n(n+1)cₙ₊₁ = −2cₙ − 2E cₙ₋₁,  n ≥ 1.  (9)

At a fixed R, raise E from −1/2. At first the zero of u lies outside the sphere and u(R;E) is positive. The first E at which u(R;E) reaches zero is the ground energy. Summing 150 terms in 40-digit arithmetic and locating this root numerically gives the energies below. The last column is the lower bound from (8).

R (bohr) | E (hartree) | D (hartree) | 1/F (hartree)
1 | 2.37399 | 2.874 | 2.044
2 | −0.12500 | 0.3750 | 0.3060
3 | −0.42397 | 0.07603 | 0.06873
4 | −0.48327 | 0.01673 | 0.01607
5 | −0.49642 | 3.583×10⁻³ | 3.536×10⁻³
6 | −0.49928 | 7.227×10⁻⁴ | 7.201×10⁻⁴
8 | −0.49998 | 2.490×10⁻⁵ | 2.489×10⁻⁵
10 | −0.50000 | 7.367×10⁻⁷ | 7.367×10⁻⁷

At 4 bohr, for example, D = −0.48327 + 0.50000 = 0.01673 hartree. At 1 bohr the energy is positive: the kinetic energy of the squeezed electron is larger than the energy gained from the attraction of the proton.

To evaluate F, integrate u₀² = 4r²e^(−2r):

N(s) = 1 − (1 + 2s + 2s²)e^(−2s).

Dividing by u₀² and multiplying by 2 gives

F(R) = ∫₀ᴿ [e^(2s) − 1 − 2s − 2s²]/(2s²) ds.

The subtracted terms are the start of the exponential series. Integrating what remains term by term yields

F(R) = Σ_{k≥3} (2R)ᵏ⁻¹/[(k−1)k!].

The table suggests that D approaches 1/F. To prove this, insert the lower bound (7) for h into (6) at r = R:

0 ≤ 1 − D F(R) + D²G(R),
G(R) = 2∫₀ᴿ [1/u₀(s)²] ∫₀ˢ u₀²F dt ds.

The product u₀²F is bounded, because F grows as e^(2r)/(4r²), as shown below. Let b be a bound. For s > 1 the inner integral is at most bs, which is at most bsN(s)/N(1). For s ≤ 1 it is at most F(1)N(s). Comparing with the definition of F, we find G ≤ C(1+R)F, where C is the larger of b/N(1) and F(1). Together with (8),

1 ≤ D F ≤ 1/[1 − C(1+R)D]

once C(1+R)D < 1. By (3), (1+R)D tends to zero at large R, so DF tends to 1. Numerically DF is 1.225 at 2 bohr, 1.041 at 4 bohr and 1.0036 at 6 bohr.

The growth of F comes from e^(2s)/(2s²); the other terms in its integrand contribute only about −R. Two integrations by parts at the upper limit give

F(R) = [e^(2R)/(4R²)] [1 + 1/R + O(1/R²)].

Since DF tends to 1, D ≤ 2/F at large R, so (1+R)D is exponentially small. The bound above then makes DF − 1 exponentially small as well, far below 1/R², and D can be replaced by 1/F to this order.

Consequently

D(R) = 4R²e^(−2R) [1 − 1/R + O(1/R²)],  R → ∞.  (10)

The leading factor is u₀(R)², the free radial density at the wall. The shift is thus exponentially small once the wall lies in the tail, but the 1/R correction dies away slowly. At 10 bohr the leading form is 8.245×10⁻⁷ hartree, and

D/[4R²e^(−2R)] = 7.367/8.245 = 0.894,

close to 1 − 1/10 = 0.9.

**(d) Radii of the confined orbitals**

Now D is given and R is sought. Set E = −1/2 + D, build u from (9), and follow it outwards to its first zero. By part (b) that zero is the required radius. Locating it numerically gives:

D (hartree) | R (bohr)
0.1 | 2.821
0.01 | 4.338
0.001 | 5.800
0.0001 | 7.188

The orbital is u(r)/(r√(4π)) inside R, with u normalized, and zero outside.

With the unrounded radii, each tenfold reduction of D costs 1.5165, 1.4625 and 1.3878 bohr in turn. The exponential alone would give ln(10)/2 = 1.151 bohr. For the two steps at larger radii, the factor R² in (10) accounts for most of the difference. For the first step the estimate below overshoots (1.58 bohr), because (10) is a large-R law. For two radii R₁ < R₂ whose shifts differ by a factor of ten, the leading form gives

ln 10 ≈ 2(R₂ − R₁) − 2 ln(R₂/R₁),
R₂ − R₁ ≈ ln(10)/2 + ln(R₂/R₁).

For the last pair this is 1.151 + ln(7.188/5.800) = 1.151 + 0.215 = 1.366 bohr. The remaining 0.022 bohr comes from the corrections to the leading form.

The gain from confinement is sparsity. Two orbitals with D = 0.01 hartree do not overlap when their centres are more than 2 × 4.338 = 8.676 bohr apart. Their matrix elements of the kinetic energy and of any local potential are then zero as well, so these matrices need no threshold for discarding small elements. This does not extend to non-local operators such as exact exchange.

In a basis for several elements, one common D can be chosen in place of a separate radius for every orbital. Each radius then follows from that orbital's own radial equation, with the potential of its atom in place of −1/r and, for angular momentum l, the term l(l+1)/(2r²) added. D is measured from that orbital's free level, so the orbital must be bound in the free atom. The first zero is the wall only for an orbital without radial nodes; with n nodes it is zero number n + 1. The numbers above hold only for the 1s state in the bare potential −1/r. They change even for hydrogen when the potential is a self-consistent density-functional one. In the spin-unpolarized local density approximation the 1s level lies at −0.234 hartree, the orbital decays more slowly, and D = 0.01 hartree gives about 4.74 bohr in place of 4.338. Nor is D the error of a molecular or solid-state energy: it measures the cost of confinement in the isolated atom only.
